**Ion survival and the inverse normal speeds of both legs**

For a neutralisation rate $A e^{-az}$ and a sudden collision at height $z_c$, the survival probability obeys $\ln P=-v_c(1/v_i+1/v_f)$ with $v_c=(A/a)e^{-az_c}$. Here $v_i$ and $v_f$ are the speeds normal to the surface on the way in and on the way out. The program integrates the rate equation in time for nine combinations of energy and tilt, and asserts that a regression returns $v_c$ for each leg and no intercept. It also asserts agreement with simulated random neutralisation events, including a case with reionisation, and the unchanged form of the law for a saturating rate. A two-body trajectory in a screened potential confirms the elastic speed ratio and measures the error of the sudden turn. For 1500 eV He⁺ on Cu with round model parameters, the output gives $v_c=2.011\times10^5$ m/s and $P=0.170$. Slowing in the collision adds 25 % to the exponent at the same lowest height, and the trajectory gives $P=0.098$. The effective $v_c$ varies by 11 % over the five settings computed.

## Numerical verification

```python
"""
Survival of an ion scattered from a surface, neutralised at rate A*exp(-a*z).
Result under test:
    ln P = -v_c * (1/v_i + 1/v_f),   v_c = (A/a) * exp(-a*z_c)
P    probability that the ion is never neutralised
z    height above the top layer of nuclei; z_c height of the sudden collision
v_i  speed normal to the surface on the way in;  v_f the same on the way out
Units inside the program: nm, fs, eV (1 nm/fs = 1e6 m/s).
"""
import math
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp, quad, trapezoid
from scipy.optimize import brentq

# ---------- inputs ----------
RATE_A = 6.0            # 1/fs, round model value
DECAY_A = 20.0          # 1/nm, round model value
Z_COLL = 0.02           # nm, round model value
ENERGY = 1500.0         # eV
THETA = math.radians(145.0)
CU_MASS_U = 63.546      # mean atomic mass of Cu
Z_HE, Z_CU = 2, 29
Z_CAP = 0.10            # nm, height below which a saturating rate is constant
IMAGE_EV = 2.0          # rough image energy near the surface
LOSS_EV = 20.0          # rough inelastic loss in the collision
VIB_RMS = 0.01          # nm, rough normal vibration of a surface atom, 300 K
REION = 0.01            # trial reionisation probability

to_model_mass = 1e12 / const.e      # kg -> eV fs^2/nm^2
he_kg = const.physical_constants["alpha particle mass"][0] + const.m_e
M_HE = he_kg * to_model_mass
M_CU = CU_MASS_U * const.atomic_mass * to_model_mass


# ---------- derived formulas ----------
def kinematic_factor(theta):
    mu = M_CU / M_HE
    return (math.cos(theta) + math.sqrt(mu**2 - math.sin(theta)**2)) / (1 + mu)


def normal_speeds(energy, tilt_deg):
    speed = math.sqrt(2 * energy / M_HE)
    tilt = math.radians(tilt_deg)
    v_in = speed * math.cos(tilt)
    v_out = kinematic_factor(THETA) * speed * math.cos(math.pi - THETA - tilt)
    return v_in, v_out


def inverse_sum(energy, tilt_deg):
    v_in, v_out = normal_speeds(energy, tilt_deg)
    return 1 / v_in + 1 / v_out


V_C = RATE_A / DECAY_A * math.exp(-DECAY_A * Z_COLL)


# ---------- rate equation integrated in time ----------
def exp_rate(z):
    return RATE_A * math.exp(-DECAY_A * z)


def capped_rate(z):
    return exp_rate(max(z, Z_CAP))


def log_survival_in_time(v_in, v_out, rate):
    """Integrate dP/dt = -rate(z(t)) P along the two straight legs."""
    far = 1.2
    prob = 1.0
    for speed, start, direction in ((v_in, Z_COLL + far, -1),
                                    (v_out, Z_COLL, 1)):
        duration = far / speed
        sol = solve_ivp(
            lambda t, p: [-rate(start + direction * speed * t) * p[0]],
            (0, duration), [prob], method="DOP853",
            rtol=1e-10, atol=1e-14, max_step=duration / 100)
        prob = sol.y[0, -1]
    return math.log(prob)


cases = [(e, t) for e in (1000.0, 1500.0, 2000.0) for t in (-30.0, 0.0, 30.0)]
speeds = [normal_speeds(e, t) for e, t in cases]
log_p = np.array([log_survival_in_time(vi, vf, exp_rate) for vi, vf in speeds])
design = np.array([[1 / vi, 1 / vf, 1.0] for vi, vf in speeds])
fit = np.linalg.lstsq(design, -log_p, rcond=None)[0]
assert abs(fit[0] / V_C - 1) < 1e-5      # way in
assert abs(fit[1] / V_C - 1) < 1e-5      # way out, same coefficient
assert abs(fit[2]) < 1e-5                # no intercept

# a saturating rate keeps the form of the law and changes only v_c
v_cap = exp_rate(Z_CAP) * (Z_CAP - Z_COLL + 1 / DECAY_A)
for vi, vf in speeds[::2]:
    numeric = log_survival_in_time(vi, vf, capped_rate)
    assert abs(numeric / (-v_cap * (1 / vi + 1 / vf)) - 1) < 1e-5

# half of the height integral lies within ln2/a of the collision
half_depth = math.log(2) / DECAY_A
near = quad(exp_rate, Z_COLL, Z_COLL + half_depth)[0]
total = quad(exp_rate, Z_COLL, Z_COLL + 2.0)[0]
assert abs(near / total - 0.5) < 1e-8

# ---------- worked numbers ----------
v_i, v_f = normal_speeds(ENERGY, 0.0)
x_in, x_out = V_C / v_i, V_C / v_f
p_in, p_out = math.exp(-x_in), math.exp(-x_out)
exponent = x_in + x_out
p_surv = math.exp(-exponent)

# relative energy sensitivity d lnP / d lnE = exponent/2
step = 0.01
upper = log_survival_in_time(*normal_speeds(ENERGY * math.exp(step), 0), exp_rate)
lower = log_survival_in_time(*normal_speeds(ENERGY * math.exp(-step), 0), exp_rate)
assert abs((upper - lower) / (2 * step) / (exponent / 2) - 1) < 1e-4

# ---------- random neutralisation events ----------
rng = np.random.default_rng(7)
N_IONS = 300000


def leg_survivors(speed):
    """Trial events at the largest rate, accepted with the local rate."""
    duration = 0.7 / speed
    trials = rng.poisson(exp_rate(Z_COLL) * duration, N_IONS)
    owner = np.repeat(np.arange(N_IONS), trials)
    height = speed * duration * rng.random(owner.size)
    hit = rng.random(owner.size) < np.exp(-DECAY_A * height)
    return np.bincount(owner[hit], minlength=N_IONS) == 0


ion_in, ion_out = leg_survivors(v_i), leg_survivors(v_f)
mc_surv = np.mean(ion_in & ion_out)
mc_error = math.sqrt(p_surv * (1 - p_surv) / N_IONS)
assert abs(mc_surv - p_surv) < 4.5 * mc_error
trial_reion = 0.05
reionised = ~ion_in & (rng.random(N_IONS) < trial_reion)
mc_reion = np.mean((ion_in | reionised) & ion_out)
p_reion = p_out * (p_in + (1 - p_in) * trial_reion)
assert abs(mc_reion - p_reion) < 4.5 * mc_error
assert abs(mc_reion - p_surv) > 6 * mc_error     # the effect is resolved

# ---------- two-body trajectory in the ZBL screened potential ----------
COULOMB = Z_HE * Z_CU * const.e / (4 * const.pi * const.epsilon_0) * 1e9
BOHR_NM = const.physical_constants["Bohr radius"][0] * 1e9
SCREEN = 0.8854 * BOHR_NM / (Z_HE**0.23 + Z_CU**0.23)
ZBL = ((0.1818, 3.2), (0.5099, 0.9423), (0.2802, 0.4029), (0.02817, 0.2016))


def scatter(energy, shrink=1.0):
    """He path (x, y) for lab angle THETA; He comes in along -y, Cu at origin."""
    length = SCREEN * shrink
    speed = math.sqrt(2 * energy / M_HE)
    start = 0.8
    t_end = 3.2 * start / speed

    def motion(t, s):
        dx, dy = s[0] - s[4], s[1] - s[5]
        r = math.hypot(dx, dy)
        force = COULOMB / r * sum(c * math.exp(-d * r / length)
                                  * (1 / r + d / length) for c, d in ZBL)
        fx, fy = force * dx / r, force * dy / r
        return [s[2], s[3], fx / M_HE, fy / M_HE,
                s[6], s[7], -fx / M_CU, -fy / M_CU]

    def run(b, times=None):
        return solve_ivp(motion, (0, t_end), [b, start, 0, -speed, 0, 0, 0, 0],
                         method="DOP853", rtol=1e-9, atol=1e-10,
                         max_step=0.03, t_eval=times)

    def angle_error(b):
        end = run(b).y[:, -1]
        return math.atan2(abs(end[2]), -end[3]) - THETA

    b = brentq(angle_error, 1e-5, 0.02, xtol=1e-8)
    times = np.linspace(0, t_end, 20001)
    sol = run(b, times)
    k = math.hypot(sol.y[2, -1], sol.y[3, -1]) / speed
    return times, sol.y[0], sol.y[1], k


def path_exponent(path, tilt_deg):
    times, x, y, _ = path
    tilt = math.radians(tilt_deg)
    z = x * math.sin(tilt) + y * math.cos(tilt)
    return trapezoid(RATE_A * np.exp(-DECAY_A * z), times), z.min()


paths = {e: scatter(e) for e in (1000.0, 1500.0, 2000.0)}
k_factor = kinematic_factor(THETA)
for path in paths.values():
    assert abs(path[3] / k_factor - 1) < 1e-4

x_path, z_turn = path_exponent(paths[ENERGY], 0.0)
s_sum = inverse_sum(ENERGY, 0.0)
x_sudden = RATE_A / DECAY_A * math.exp(-DECAY_A * z_turn) * s_sum
excess = x_path / x_sudden - 1
x_hard, z_hard = path_exponent(scatter(ENERGY, 0.1), 0.0)
excess_hard = x_hard / (RATE_A / DECAY_A * math.exp(-DECAY_A * z_hard)
                        * s_sum) - 1
# the excess comes from slowing in a soft repulsion: a harder atom removes it
assert excess > 0 and abs(excess_hard) < 0.4 * excess

v_eff = {(e, t): path_exponent(paths[e], t)[0] / inverse_sum(e, t)
         for e, t in ((1000.0, 0.0), (1500.0, 0.0), (2000.0, 0.0),
                      (1500.0, -30.0), (1500.0, 30.0))}
spread = max(v_eff.values()) / min(v_eff.values()) - 1
assert spread < 0.3

# ---------- sizes of other neglected effects, as change of P ----------
x_image = V_C * (1 / math.sqrt(v_i**2 + 2 * IMAGE_EV / M_HE)
                 + 1 / math.sqrt(v_f**2 + 2 * IMAGE_EV / M_HE))
exit_energy = k_factor**2 * ENERGY
x_loss = x_in + x_out / math.sqrt(1 - LOSS_EV / exit_energy)
nodes, weights = np.polynomial.hermite_e.hermegauss(40)
p_vib = np.sum(weights * np.exp(-exponent * np.exp(-DECAY_A * VIB_RMS * nodes)))
p_vib /= np.sum(weights)


def percent(p_new):
    return 100 * (p_new / p_surv - 1)


# ---------- output ----------
print(f"Rate prefactor A = {RATE_A:.1f} 1/fs")
print(f"Decay constant a = {DECAY_A:.1f} 1/nm")
print(f"Collision height z_c = {Z_COLL:.3f} nm")
print(f"Beam energy = {ENERGY:.0f} eV")
print(f"Scattering angle = {math.degrees(THETA):.0f} deg")
print(f"Exit angle from normal = {180 - math.degrees(THETA):.0f} deg")
print(f"Mass ratio Cu/He = {M_CU / M_HE:.3f}")
print(f"Speed ratio k = {k_factor:.4f}")
print(f"Speed ratio k from trajectory = {paths[ENERGY][3]:.4f}")
print(f"Exit energy = {exit_energy:.0f} eV")
print(f"Normal speed in v_i = {v_i:.4f} nm/fs")
print(f"Normal speed out v_f = {v_f:.4f} nm/fs")
print(f"1/v_i = {1 / v_i:.3f} fs/nm")
print(f"1/v_f = {1 / v_f:.3f} fs/nm")
print(f"v_c = {V_C:.4f} nm/fs = {V_C * 1e6:.3e} m/s")
print(f"Regression v_c: in {fit[0]:.4f}, out {fit[1]:.4f} nm/fs")
print(f"Half of integral within {half_depth:.4f} nm of z_c")
print(f"Exponent in = {x_in:.4f}, P_in = {p_in:.4f}")
print(f"Exponent out = {x_out:.4f}, P_out = {p_out:.4f}")
print(f"Total exponent = {exponent:.4f}")
print(f"Survival P = {p_surv:.4f} = {100 * p_surv:.2f} %")
print(f"Simulated P = {mc_surv:.4f} +- {mc_error:.4f} ({N_IONS} ions)")
print(f"d lnP/d lnE = {exponent / 2:.3f}")
for e, t in ((1000.0, 0.0), (2000.0, 0.0), (1500.0, -30.0), (1500.0, 30.0)):
    s = inverse_sum(e, t)
    print(f"E {e:.0f} eV, tilt {t:.0f} deg: sum 1/v {s:.3f} fs/nm,"
          f" P {math.exp(-V_C * s):.4f}")
print(f"Rate capped below {Z_CAP:.2f} nm: v_c = {v_cap:.4f} nm/fs,"
      f" P = {math.exp(-v_cap * s_sum):.4f}")
print(f"ZBL path: lowest height = {z_turn:.4f} nm")
print(f"ZBL path: exponent = {x_path:.4f}, P = {math.exp(-x_path):.4f}")
print(f"Sudden turn at that height: exponent = {x_sudden:.4f}")
print(f"Excess exponent from slowing = {100 * excess:.1f} %")
print(f"Same, screening length x 0.1 = {100 * excess_hard:.1f} %")
for (e, t), v in v_eff.items():
    print(f"ZBL effective v_c, {e:.0f} eV, tilt {t:.0f} deg = {v:.4f} nm/fs")
print(f"Spread of effective v_c (max/min - 1) = {100 * spread:.1f} %")
print(f"Image energy {IMAGE_EV:.0f} eV: P changes"
      f" {percent(math.exp(-x_image)):+.2f} %")
print(f"Inelastic loss {LOSS_EV:.0f} eV: P changes"
      f" {percent(math.exp(-x_loss)):+.2f} %")
print(f"Vibration {VIB_RMS:.2f} nm rms (300 K): P changes"
      f" {percent(p_vib):+.2f} %")
print(f"Reionisation probability {REION:.2f}: P changes"
      f" {percent(p_out * (p_in + (1 - p_in) * REION)):+.2f} %")
print("success")
```

It prints:

```
Rate prefactor A = 6.0 1/fs
Decay constant a = 20.0 1/nm
Collision height z_c = 0.020 nm
Beam energy = 1500 eV
Scattering angle = 145 deg
Exit angle from normal = 35 deg
Mass ratio Cu/He = 15.878
Speed ratio k = 0.8916
Speed ratio k from trajectory = 0.8916
Exit energy = 1192 eV
Normal speed in v_i = 0.2689 nm/fs
Normal speed out v_f = 0.1964 nm/fs
1/v_i = 3.718 fs/nm
1/v_f = 5.091 fs/nm
v_c = 0.2011 nm/fs = 2.011e+05 m/s
Regression v_c: in 0.2011, out 0.2011 nm/fs
Half of integral within 0.0347 nm of z_c
Exponent in = 0.7477, P_in = 0.4734
Exponent out = 1.0238, P_out = 0.3592
Total exponent = 1.7715
Survival P = 0.1701 = 17.01 %
Simulated P = 0.1702 +- 0.0007 (300000 ions)
d lnP/d lnE = 0.886
E 1000 eV, tilt 0 deg: sum 1/v 10.789 fs/nm, P 0.1142
E 2000 eV, tilt 0 deg: sum 1/v 7.629 fs/nm, P 0.2156
E 1500 eV, tilt -30 deg: sum 1/v 14.162 fs/nm, P 0.0580
E 1500 eV, tilt 30 deg: sum 1/v 8.480 fs/nm, P 0.1817
Rate capped below 0.10 nm: v_c = 0.1056 nm/fs, P = 0.3946
ZBL path: lowest height = 0.0177 nm
ZBL path: exponent = 2.3202, P = 0.0983
Sudden turn at that height: exponent = 1.8560
Excess exponent from slowing = 25.0 %
Same, screening length x 0.1 = 5.0 %
ZBL effective v_c, 1000 eV, tilt 0 deg = 0.2479 nm/fs
ZBL effective v_c, 1500 eV, tilt 0 deg = 0.2634 nm/fs
ZBL effective v_c, 2000 eV, tilt 0 deg = 0.2730 nm/fs
ZBL effective v_c, 1500 eV, tilt -30 deg = 0.2743 nm/fs
ZBL effective v_c, 1500 eV, tilt 30 deg = 0.2624 nm/fs
Spread of effective v_c (max/min - 1) = 10.6 %
Image energy 2 eV: P changes +0.18 %
Inelastic loss 20 eV: P changes -0.87 %
Vibration 0.01 nm rms (300 K): P changes +2.67 %
Reionisation probability 0.01: P changes +1.11 %
success
```
